# Dynamic structure factor of free one-dimensional fermions with quadratic dispersion

## Problem

Spinless, non-interacting fermions of mass \(m\) move on a ring of length \(L\) at zero temperature. Atomic units are used in the algebra, so \(\hbar=1\), and \(\hbar\) is restored for numbers. The single-particle energies are \(\varepsilon_k=k^2/2m\), with \(k=2\pi j/L\) and \(j\) an integer. The states \(|j|\le J\) are filled. With

\[
k_F=\frac{2\pi}{L}\left(J+\tfrac12\right),\qquad v=\frac{k_F}{m},
\]

the density is \(n=(2J+1)/L=k_F/\pi\).

A probe transfers momentum \(q=2\pi N/L>0\) through the operator

\[
\rho_q^\dagger=\sum_k c^\dagger_{k+q}c_k .
\]

The dynamic structure factor is

\[
S(q,\omega)=\frac{2\pi}{L}\sum_n|\langle n|\rho_q^\dagger|0\rangle|^2\,\delta(\omega-E_n+E_0).
\]

1. Estimate the frequency spread of \(S\) at small \(q\) by scaling.
2. Compute \(S\) for \(0<q<2k_F\) in the limit \(L\to\infty\).
3. Compute what linear bosonization gives, and find which step loses the difference.
4. Find how long the linear theory describes a density wave, what happens for \(q>2k_F\), and how temperature changes the result.

For numbers take \(m\) equal to the electron mass, \(k_F=0.5\) Å⁻¹ and \(q=0.04\) Å⁻¹. These are round model parameters.

## First estimate by scaling

At small \(q\) the Pauli principle lets a fermion move only if it starts within about \(q\) of the right Fermi point. The participating fermions therefore have velocities near \(v\), with a spread of about \(q/m\). An excitation of momentum \(q\) and velocity \(u\) costs an energy of about \(uq\). The spectrum is then centred near \(vq\), with a spread

\[
\Delta\omega\sim q\cdot\frac{q}{m}=\frac{q^2}{m}.
\]

The number of participating states is about \(Lq/2\pi\). If each contributes a weight of order one, the area under \(S\) is about \((2\pi/L)(Lq/2\pi)=q\), and the typical height is \(q/\Delta\omega\sim m/q\).

With \(\hbar^2/m=7.62\) eV Å², the estimated energy spread is \(7.62\times0.04^2\approx0.012\) eV. The argument fixes neither the numerical factor nor the line shape, and it does not say up to which \(q\) it holds.

## Exact solution

### The excited states

Define \(|k\rangle=c^\dagger_{k+q}c_k|0\rangle\). This vanishes unless \(k\) is filled and \(k+q\) is empty. The non-vanishing states have unit norm, and different \(k\) leave different holes, so they are orthogonal. Each is an energy eigenstate, reached with a matrix element of modulus one. Its excitation energy is

\[
\omega_k=\frac{(k+q)^2-k^2}{2m}=\frac{q}{m}\left(k+\frac q2\right).
\]

The terms quadratic in \(k\) cancel. The excitation energy is thus linear in \(k\), although the single-particle energy is not.

For \(q<2k_F\), the final state lies above the right Fermi point if \(k>k_F-q\), and the initial state is filled if \(k<k_F\). Since \(k_F-q>-k_F\), the left Fermi point does not restrict the range further. In integers, \(j\) runs from \(J-N+1\) to \(J\), which gives \(N\) states.

### The continuum limit

Neighbouring \(k\) differ by \(2\pi/L\), so \((2\pi/L)\sum_k\to\int dk\), and

\[
S(q,\omega)=\int_{k_F-q}^{k_F}dk\;
\delta\!\left(\omega-\frac{q}{m}\Big(k+\frac q2\Big)\right).
\]

The argument of the delta function has slope of modulus \(q/m\) in \(k\). The integral therefore equals \(m/q\) when the zero of the argument lies inside the range, and vanishes otherwise. The ends of the range give

\[
\omega_-=\frac qm\left(k_F-\frac q2\right)=vq-\frac{q^2}{2m},
\qquad
\omega_+=\frac qm\left(k_F+\frac q2\right)=vq+\frac{q^2}{2m}.
\]

Hence, for \(0<q<2k_F\),

\[
S(q,\omega)=
\begin{cases}
m/q, & |\omega-vq|<q^2/2m,\\
0, & |\omega-vq|>q^2/2m .
\end{cases}
\]

This is a box of full width \(q^2/m\), or \(\hbar q^2/m\) as a frequency in ordinary units. It is flat because the allowed \(k\) are evenly spaced, \(\omega_k\) is linear in \(k\), and all matrix elements have the same modulus. Two spin species with the same \(k_F\) would double the height.

### Moments

The area is \((m/q)(q^2/m)=q\), and the mean frequency is \(vq\) by symmetry. A flat distribution of width \(W\) has variance \(W^2/12\), so here the variance is \(q^4/12m^2\). The first moment is

\[
\int\frac{d\omega}{2\pi}\,\omega S=\frac{vq\cdot q}{2\pi}
=\frac{k_Fq^2}{2\pi m}=\frac{nq^2}{2m},
\]

where \(n=k_F/\pi\) was used. This is the f-sum rule per unit length.

### Linear bosonization

The linear theory replaces the energy near the right Fermi point by \(v(k-k_F)\), up to a constant, and extends this branch downwards as a deep filled sea. The left branch does not contribute for small \(q>0\), since there \(\rho_q^\dagger\) would move fermions into filled states.

For any single-particle energies,

\[
[H,c^\dagger_{k+q}c_k]=(\varepsilon_{k+q}-\varepsilon_k)\,c^\dagger_{k+q}c_k .
\]

On the linear branch the bracket equals \(vq\) for every \(k\). Summing over \(k\) gives

\[
[H_{\rm lin},\rho_q^\dagger]=vq\,\rho_q^\dagger .
\]

To normalize the excitation, use
\([c_a^\dagger c_b,c_c^\dagger c_d]=\delta_{bc}c_a^\dagger c_d-\delta_{ad}c_c^\dagger c_b\). With \(\rho_q=\sum_kc_k^\dagger c_{k+q}\) this gives

\[
[\rho_q,\rho_q^\dagger]=\sum_k(n_k-n_{k+q}),\qquad n_k=c_k^\dagger c_k .
\]

Let the branch have a lowest and a highest level, and keep only terms with both \(k\) and \(k+q\) on it. The sum telescopes to the occupation of the lowest \(N\) levels minus that of the highest \(N\). For states in which the former are filled and the latter empty, it equals \(N\). Therefore \(b_q^\dagger=\rho_q^\dagger/\sqrt N\) satisfies \([b_q,b_q^\dagger]=1\) on these states and adds the energy \(vq\): it creates a boson.

The ground state obeys \(\rho_q|0\rangle=0\), because every downward move is blocked. Thus \(\rho_q^\dagger|0\rangle\) has squared norm \(N\). It is also an eigenstate of \(H_{\rm lin}\) with excitation energy \(vq\), so

\[
S_{\rm lin}(q,\omega)=\frac{2\pi N}{L}\,\delta(\omega-vq)=q\,\delta(\omega-vq).
\]

The area and the centre agree with the box. The width is missing.

### Where the width is lost

With quadratic dispersion the same commutator is

\[
[H,\rho_q^\dagger]=vq\,\rho_q^\dagger
+\frac qm\sum_k\left(k+\frac q2-k_F\right)c^\dagger_{k+q}c_k .
\]

Acting on the ground state, the second term multiplies each \(|k\rangle\) by a different number, between \(-q^2/2m\) and \(q^2/2m\). The one-boson state

\[
b_q^\dagger|0\rangle=\frac1{\sqrt N}\sum_k|k\rangle
\]

is then no longer an eigenstate when \(N>1\). It is an equal superposition of \(N\) states, which linear dispersion makes degenerate and curvature separates by

\[
\delta=\frac qm\,\frac{2\pi}{L}=\frac{q^2}{mN}.
\]

The curvature is small compared with \(vq\), but within the degenerate set there is no other splitting for it to compete with. As \(L\) grows, the spacing falls as \(1/L\) while the number of lines grows as \(L\). Their total spread tends to \(q^2/m\), so a longer ring does not restore the delta peak.

A case with \(N=4\) can be followed by hand. Let the levels be \(k=0,1,2,\dots\) with energies \(k^2/2\), and let 0 to 7 be filled. The holes \(k=4,5,6,7\) give excitation energies \(4k+8=24,28,32,36\). Their mean is 30 and their variance \((36+4+4+36)/4=20\). With energies linear in \(k\) and unit slope, all four excitations cost 4 and the variance is zero.

### The same result in time

The normalized density correlation is the Fourier transform of the box. With \(\omega=vq+\nu\),

\[
C(t)=\frac{m}{q^2}\,e^{-ivqt}\int_{-q^2/2m}^{q^2/2m}d\nu\,e^{-i\nu t}
=e^{-ivqt}\,\frac{\sin x}{x},\qquad x=\frac{q^2t}{2m}.
\]

Linear theory gives the phase factor alone. For small \(x\) the amplitude is \(1-x^2/6\), so the linear result holds for \(t\ll m/q^2\). The first zero is at \(x=\pi\), or

\[
t_0=\frac{2\pi m}{q^2}.
\]

At that time the velocity spread \(q/m\) has produced a spread of positions \(qt_0/m=2\pi/q\), which is one wavelength. To first order in the strength of a short push with wavenumber \(q\), the density wave that follows is proportional to the imaginary part of \(C(t)\), and hence to \(\sin(vqt)\,\sin x/x\). The same decay therefore applies to a weak density wave; a strong one follows a different curve. By \(t_0\) the weak wave has passed through \(vqt_0/2\pi=k_F/q\) periods. A longer wave thus lives for more periods, but it decays at any fixed \(q>0\), with an envelope that falls as \(1/t\) beyond \(t_0\) rather than exponentially.

### Beyond \(2k_F\)

If \(q>2k_F\), every filled \(k\) is sent to an empty state, and the integration range becomes \(-k_F<k<k_F\). The slope is unchanged, so the height is still \(m/q\), but the edges are now

\[
\omega=\frac{q^2}{2m}\pm vq .
\]

The width is \(2vq\) and the area \((m/q)(2vq)=2k_F\). Both join the earlier results continuously at \(q=2k_F\). The first moment is \(2k_F(q^2/2m)/2\pi=nq^2/2m\), as before.

### Temperature

At temperature \(T\) and fixed chemical potential, occupations of different levels are independent. The probability that \(k\) is filled and \(k+q\) is empty is \(f(k)[1-f(k+q)]\), with \(f\) the Fermi function. This factor enters the integral over \(k\), giving

\[
S=\frac mq\,f(k_\omega)\,[1-f(k_\omega+q)],\qquad
k_\omega=\frac{m\omega}{q}-\frac q2 .
\]

At the lower edge the final momentum is near \(k_F\). There \(\omega-\omega_-=(q/m)(k_\omega+q-k_F)\). For \(k_BT\ll E_F\) the chemical potential may be set to \(E_F=k_F^2/2m\) and the band linearized over the thermal range. The final energy relative to \(E_F\) is then

\[
v(k_\omega+q-k_F)=\frac{k_F}{q}(\omega-\omega_-).
\]

If \(f(k_\omega)\) is close to one at this edge,

\[
S\simeq\frac mq\,
\frac{1}{1+\exp[-k_F(\omega-\omega_-)/(q\,k_BT)]}.
\]

The height passes 10 % and 90 % of the plateau when the exponent equals \(+\ln9\) and \(-\ln9\), so the rise occupies

\[
\Delta_{10-90}=2\ln9\;\frac{q}{k_F}\,k_BT .
\]

The upper edge falls over the same interval, with the roles of initial and final state exchanged. The edges are well separated if \(k_BTq/k_F\ll q^2/m\), which is the condition \(k_BT\ll vq\).

## Numbers

With \(E=\hbar\omega\) and \(S\) taken per unit energy, the height is \(m/(\hbar^2q)\). Since \(\hbar v=7.62\times0.5=3.81\) eV Å,

\[
\hbar vq=3.81\times0.04=0.1524\ \text{eV},\qquad
\frac{\hbar^2q^2}{m}=7.62\times0.0016=0.0122\ \text{eV}.
\]

The edges are at 0.1463 and 0.1585 eV. The height is \(1/(7.62\times0.04)=3.281\) eV⁻¹ Å⁻¹. In frequency the width is 0.0185 rad/fs, and the first zero of \(C(t)\) comes at 339 fs, after \(0.5/0.04=12.5\) periods.

These values were tested on a ring of 2356 Å with 375 fermions, for which \(N=15\). The kinetic energy was written as a matrix in position space and diagonalized, and the squared matrix elements of \(e^{iqx}\) between filled and empty orbitals were summed. Their total was 15.0000. Sorted into 15 equal bins between the predicted edges, they gave the height 3.2809 eV⁻¹ Å⁻¹. At \(q=0.08\) Å⁻¹ on the same ring, the width, taken as the extent of the lines plus one line spacing, rose from 0.01219 to 0.04877 eV, a factor of four.

The ring's root-mean-square width, 3.512 meV, is slightly below the continuum value of 3.520 meV. Indeed, \(N\) equal lines with spacing \(\delta\) have variance

\[
\frac{\delta^2(N^2-1)}{12}=\frac{q^4}{12m^2}\left(1-\frac1{N^2}\right),
\]

which lowers the root-mean-square width by about 0.2 % for \(N=15\). Discreteness also shows in time. Adding \(N\) equally spaced phases gives the amplitude \(|\sin x/[N\sin(x/N)]|\). At \(t_0/2\) this is 0.6378, against \(2/\pi=0.6366\) for the box. The ring amplitude returns to one at \(t=Nt_0\), so the decay at long times requires \(L\to\infty\) to be taken first.

At 30 K, \(k_BT=2.585\) meV, which is 0.017 of \(\hbar vq\). The edge rise is \(4.394\times0.08\times2.585=0.909\) meV, about 7 % of the box width. A direct thermal sum over momenta gives the same 0.909 meV. At ten times this temperature the formula would give about 9 meV, comparable with the whole box, and the assumption of separate edges would be poor.

Electrons in a real wire also repel each other. A mean-field estimate without exchange shows how much this matters. It applies only to a repulsion whose range is long compared with \(1/k_F\); for spinless fermions exchange cancels a contact repulsion completely. For a smooth repulsion of strength \(V\) at small \(q\), the chemical potential is \(\mu=k_F^2/2m+Vn\), so \(d\mu/dn=\pi v+V\). The sound velocity \(u\) follows from \(mu^2=n\,d\mu/dn\), which gives

\[
u=v\sqrt{1+\frac{V}{\pi v}}\simeq v+\frac{V}{2\pi}
\]

for weak repulsion. This velocity holds in the long-wavelength limit, so at finite \(q\) it gives only an estimate of the shift. The estimated shift \(Vq/2\pi\) equals the half-width \(q^2/2m\) when \(V=\pi q/m\), here \(\pi\times7.62\times0.04\approx0.96\) eV Å. The bare Coulomb scale \(e^2/4\pi\varepsilon_0\) is about 14 eV Å. For this mass and this \(q\), and unless screening is strong, the repulsion therefore moves the response by more than the half-width of the free box, and the numbers above should not be read as a prediction for such a wire. The threshold \(\pi q/m\) rises for a lighter effective mass or a larger \(q\), so the comparison must be redone for each material.

## Comparison of the estimate and the exact result

The scaling estimate \(q^2/m\) turns out to have the numerical factor one. The reason is that \(\omega_k/q=(k+q/2)/m\) is the mean of the initial and final velocities, and it sweeps a range of exactly \(q/m\) as \(k\) crosses the allowed window of length \(q\). The estimated height \(m/q\) is also exact, because the distribution is flat.

The estimate assumed small \(q\), but the width holds up to \(2k_F\). Beyond that it fails, since the window can no longer grow. For a thinner gas with \(k_F=0.05467\) Å⁻¹ and \(q=0.16\) Å⁻¹, the estimate gives \(7.62\times0.0256=0.195\) eV. The exact width \(2\hbar vq\) is 0.133 eV, and the ring calculation agrees with it.

The delta peak and the box are reconciled by the choice of frequency scale. Measured in units of \(vq\), the box has width \(q/k_F\), which is 0.08 in the main example and tends to zero with \(q\). As a function of \(y=\omega/vq\), the spectrum normalized to unit area is \(vS\), with height \(k_F/q\). It approaches \(\delta(y-1)\) in the usual sense of integrals against smooth functions. Measured from the centre in units of \(q^2/m\), it is a box of unit width for every \(q\) below \(2k_F\). Linear bosonization gives the first limit correctly and carries no information about the second. The numerical output below lists the values for both choices of \(q\).

## Computed results

```
INPUTS (model parameters, mass = electron mass)
hbar^2/m = 7.6200 eV angstrom^2
Fermi wavenumber kF = 0.500 1/angstrom
density kF/pi = 0.1592 1/angstrom
Fermi energy = 0.9525 eV
hbar v = 3.8100 eV angstrom
ring length = 2356.2 angstrom
fermions on ring = 375
BOX AT q = 0.040 1/angstrom
centre hbar v q (delta peak) = 0.15240 eV
mean energy from ring = 0.15240 eV
lower edge = 0.14630 eV
upper edge = 0.15850 eV
width hbar^2 q^2/m = 0.01219 eV
width from ring = 0.01219 eV
width/centre = 0.080
height m/(hbar^2 q) = 3.2809 1/(eV angstrom)
height from ring = 3.2809 1/(eV angstrom)
total weight of ring lines = 15.0000
line spacing on ring = 0.000813 eV
rms width: ring 0.003512, box 0.003520 eV
BOX AT q = 0.080 1/angstrom
centre hbar v q (delta peak) = 0.30480 eV
mean energy from ring = 0.30480 eV
lower edge = 0.28041 eV
upper edge = 0.32918 eV
width hbar^2 q^2/m = 0.04877 eV
width from ring = 0.04877 eV
width/centre = 0.160
height m/(hbar^2 q) = 1.6404 1/(eV angstrom)
height from ring = 1.6404 1/(eV angstrom)
total weight of ring lines = 30.0000
line spacing on ring = 0.001626 eV
rms width: ring 0.014070, box 0.014078 eV
ring width ratio when q doubles = 4.0000
FREQUENCY AND TIME AT THE SMALLER q
width hbar q^2/m = 0.01852 rad/fs
first zero of correlation = 339.2 fs
amplitude at half that time: ring 0.6378, box 0.6366
BEYOND 2 kF (thinner gas)
kF = 0.05467, q = 0.16000 1/angstrom
width: ring 0.13330, 2 hbar v q 0.13330 eV
ONE BRANCH, FOUR QUANTA (unit level spacing)
particle-hole states in the boson state = 4
energy variance, linear = 0.0000
energy variance, quadratic = 20.0000
TEMPERATURE 30 K, SMALLER q
kT = 0.002585 eV, kT/(hbar v q) = 0.0170
10-90% edge rise: sum 0.000909, formula 0.000909 eV
```
